# Kick-Out Diffusion Without Self-Interstitial Sinks: The Stall in Substitutional Uptake: verification in Python

```python
# Result under test: for the kick-out reaction A_i <-> A_s + I, with A_i held at
# equilibrium by a source and no sink or escape for the self-interstitials I,
# the substitutional concentration s stops at
#   s_plus = -E/2 + sqrt(E^2/4 + S*E),  close to g = sqrt(S*E) when S >> E.
# S: substitutional solubility; E: equilibrium self-interstitial concentration.
# Concentrations in the calculations are in units of g unless named *_cm3,
# so that the mass-action product S*E equals 1. Lengths in cm, times in s.
import numpy as np
from scipy import constants
from scipy.integrate import solve_ivp
from scipy.optimize import minimize_scalar, brentq
from scipy.sparse import diags, kron
from scipy.special import j0, j1, y0, y1

# Rough round parameters, regime of gold in silicon near 1000 C
solubility_cm3 = 1e16
self_int_eq_cm3 = 1e11
metal_int_eq_cm3 = 1e14
D_metal = 1e-4            # cm2/s, interstitial metal
D_self = 5e-6             # cm2/s, self-interstitials
k_back = 1e-12            # cm3/s, A_s + I -> A_i
half_thickness = 250e-4   # cm
temperature = 1273.0      # K
carriers_cm3 = 1e19       # intrinsic carriers at temperature

g_cm3 = np.sqrt(solubility_cm3 * self_int_eq_cm3)
S = solubility_cm3 / g_cm3
E = self_int_eq_cm3 / g_cm3
A_eq = metal_int_eq_cm3 / g_cm3
rate_unit = k_back * g_cm3   # 1/s


def stall(E_value, S_value):
    return -E_value / 2 + np.sqrt(E_value**2 / 4 + S_value * E_value)


s_plus = stall(E, S)
print(f"Solubility S = {solubility_cm3:.2e} cm^-3")
print(f"Equilibrium self-interstitials E = {self_int_eq_cm3:.2e} cm^-3")
print(f"Interstitial metal, held at {metal_int_eq_cm3:.2e} cm^-3")
print(f"D of interstitial metal = {D_metal:.1e} cm2/s")
print(f"D of self-interstitials = {D_self:.1e} cm2/s")
print(f"Back-reaction constant = {k_back:.1e} cm3/s")
print(f"Wafer thickness = {2e4 * half_thickness:.0f} um")
print(f"Temperature = {temperature:.0f} K")
print(f"Geometric mean g = {g_cm3:.4e} cm^-3")
print(f"Stall concentration s_plus = {s_plus * g_cm3:.4e} cm^-3")
print(f"s_plus/g = {s_plus:.5f}")
print(f"s_plus/S = {100 * s_plus / S:.3f} percent")
print(f"Self-interstitials at stall I/E = {(E + s_plus) / E:.1f}")


# Free-energy minimum along the line I = E + s, found without the quadratic
def free_energy_minimum(ratio):
    S_r, E_r = np.sqrt(ratio), 1 / np.sqrt(ratio)

    def energy(s):
        i = E_r + s
        return s * (np.log(s / S_r) - 1) + i * (np.log(i / E_r) - 1)

    found = minimize_scalar(energy, bounds=(1e-6, 2.0), method="bounded",
                            options={"xatol": 1e-10})
    return found.x


for ratio in (1.0, 1e2, 1e4, 1e6):
    numeric = free_energy_minimum(ratio)
    formula = stall(1 / np.sqrt(ratio), np.sqrt(ratio))
    delta = 0.5 / np.sqrt(ratio)
    # energy is flat at its minimum: position good to about sqrt(machine eps)
    assert abs(numeric - formula) < 1e-6
    assert 1 - delta < numeric < 1
    if ratio >= 1e4:
        assert abs((1 - numeric) / delta - 1) < 0.01
    print(f"S/E = {ratio:.0e}: free-energy minimum s/g = {numeric:.5f}")

# Well-mixed kinetics: integrate both species and compare with closed form
m = s_plus + E
relax_rate = rate_unit * (s_plus + m)
times = np.array([0.3, 1.0, 3.0, 12.0]) / relax_rate


def mixed(t, y):
    r = rate_unit * (1 - y[0] * y[1])
    return [r, r]


run = solve_ivp(mixed, (0, times[-1]), [0, E], t_eval=times,
                method="LSODA", rtol=1e-10, atol=1e-12)
assert run.success
decay = np.exp(-relax_rate * times)
closed_form = s_plus * (1 - decay) / (1 + s_plus / m * decay)
assert np.max(np.abs(run.y[0] - closed_form)) < 1e-6
print(f"Well-mixed relaxation time = {1e3 / relax_rate:.2f} ms")


# Three-species reaction and diffusion in half a wafer, source at the surface
def wafer(cells, open_surface, output_times):
    faces = half_thickness * np.linspace(0, 1, cells + 1)**1.5
    widths = np.diff(faces)
    centres = (faces[1:] + faces[:-1]) / 2
    gaps = np.diff(centres)

    def divergence(c, D, surface_value, permeable):
        flux = np.zeros(cells + 1)
        flux[1:-1] = -D * np.diff(c) / gaps
        if permeable:
            flux[0] = -D * (c[0] - surface_value) / centres[0]
        return np.diff(flux) / widths

    def rates(t, y):
        a, s, i = y.reshape(cells, 3).T
        kick = rate_unit * (a / A_eq - s * i)
        da = -divergence(a, D_metal, A_eq, True) - kick
        di = -divergence(i, D_self, E, open_surface) + kick
        return np.column_stack((da, kick, di)).ravel()

    band = diags([np.ones(cells - 1), np.ones(cells), np.ones(cells - 1)],
                 [-1, 0, 1])
    pattern = kron(band, np.ones((3, 3))).tocsc()
    start = np.tile([0.0, 0.0, E], cells)
    out = solve_ivp(rates, (0, output_times[-1]), start, method="BDF",
                    t_eval=output_times, jac_sparsity=pattern,
                    rtol=1e-6, atol=1e-9)
    assert out.success
    return out.y.reshape(cells, 3, len(output_times))


closed = wafer(40, False, [5.0, 1000.0])
closed_error = np.max(np.abs(closed[:, 1, -1] / s_plus - 1))
assert closed_error < 2e-4   # time-integration error
print(f"Closed wafer, 1000 s: mean s = "
      f"{closed[:, 1, -1].mean() * g_cm3:.4e} cm^-3")
print(f"Closed wafer: largest deviation from s_plus = {closed_error:.1e}")

open_times = [5.0, 10.0, 20.0, 60.0, 300.0, 3600.0]
coarse = wafer(40, True, open_times)[-1, 1]
fine = wafer(80, True, open_times)[-1, 1]
mesh_shift = np.max(np.abs(coarse / fine - 1))
assert mesh_shift < 0.03
assert abs(fine[2] / s_plus - 1) < 0.10
assert fine[-1] > 3 * s_plus
for t, value in zip(open_times, fine):
    print(f"Open wafer, mid-plane, {t:.0f} s: s = {value * g_cm3:.3e} cm^-3"
          f" = {value / s_plus:.3f} s_plus")
print(f"Open wafer: largest mesh shift, 40 to 80 cells = "
      f"{100 * mesh_shift:.2f} percent")

# Vacancies: integrate kick-out, A_i + V <-> A_s and I + V <-> 0 together
for vacancy_cm3 in (1e11, 1e13, 1e14):
    V_eq = vacancy_cm3 / g_cm3

    def with_vacancies(t, y):
        s, i, v = y
        kick = 1 - s * i
        fill = v / V_eq - s / S
        recombine = i * v - E * V_eq
        return [kick + fill, kick - recombine, -fill - recombine]

    run = solve_ivp(with_vacancies, (0, 1e4), [0, E, V_eq], method="BDF",
                    rtol=1e-9, atol=1e-12)
    assert run.success
    a2, a1 = 1 + V_eq / S, E - V_eq
    formula = (-a1 + np.sqrt(a1**2 + 4 * a2)) / (2 * a2)
    assert abs(run.y[0, -1] / formula - 1) < 1e-5
    print(f"Vacancies V_eq = {vacancy_cm3:.0e} cm^-3: end value s = "
          f"{formula * g_cm3:.4e} cm^-3")


# Sinks: dimensionless product (sink rate)*(time) for s to go from s_plus to s
def sink_product(s_end):
    return (-(s_end - s_plus) + E * np.log(s_end / s_plus)
            + (S + E) * np.log((S - s_plus) / (S - s_end))) / E


core_radius = 1e-7   # cm
print(f"Dislocation capture radius = {core_radius * 1e7:.1f} nm")
for density in (1e2, 1e4):
    outer = 1 / np.sqrt(np.pi * density)
    sink_rate = (2 * np.pi * density * D_self
                 / (np.log(outer / core_radius) - 0.75))

    def edge_condition(z):
        inner = z * core_radius / outer
        return j0(inner) * y1(z) - y0(inner) * j1(z)

    z_root = brentq(edge_condition, 0.05, 1.5)
    eigen_rate = D_self * (z_root / outer)**2
    assert abs(sink_rate / eigen_rate - 1) < 0.02

    def with_sink(t, y):
        kick = rate_unit * (1 - y[0] * y[1])
        return [kick, kick - sink_rate * (y[1] - E)]

    targets = np.array([1.1 * s_plus, 0.5 * S])
    t_targets = sink_product(targets) / sink_rate
    run = solve_ivp(with_sink, (0, t_targets[-1]), [s_plus, s_plus + E],
                    method="BDF", t_eval=t_targets, rtol=1e-8, atol=1e-11)
    assert run.success
    # formula assumes kick-out much faster than removal by sinks
    assert np.max(np.abs(run.y[0] / targets - 1)) < 1e-3
    print(f"Dislocations {density:.0e} cm^-2: sink rate = {sink_rate:.2e} 1/s")
    print(f"  time to 1.1 s_plus = {t_targets[0]:.3g} s; "
          f"to S/2 = {t_targets[1]:.2e} s")

# Clustering and Fermi-level shift
kT = constants.k * temperature / constants.e
drive = kT * np.log((E + s_plus) / E)
cluster_radius = 1e-6   # cm
hold_time = 20.0        # s
cluster_density = (sink_product(1.1 * s_plus) / hold_time
                   / (4 * np.pi * cluster_radius * D_self))
fermi_stall = kT * np.arcsinh(s_plus * g_cm3 / (2 * carriers_cm3))
fermi_full = kT * np.arcsinh(solubility_cm3 / (2 * carriers_cm3))
assert fermi_full < 0.01 * kT
print(f"kT = {kT:.4f} eV")
print(f"Driving force for clustering = {drive:.3f} eV per self-interstitial")
print(f"Clusters of radius {cluster_radius * 1e7:.0f} nm raising s by 10 percent"
      f" in {hold_time:.0f} s: {cluster_density:.2e} cm^-3")
print(f"Intrinsic carriers = {carriers_cm3:.1e} cm^-3")
print(f"Fermi-level shift, all A_s singly charged: {fermi_stall:.1e} eV at stall,"
      f" {fermi_full:.1e} eV at S")
print("finished without a failed check")
```

Output:

```
Solubility S = 1.00e+16 cm^-3
Equilibrium self-interstitials E = 1.00e+11 cm^-3
Interstitial metal, held at 1.00e+14 cm^-3
D of interstitial metal = 1.0e-04 cm2/s
D of self-interstitials = 5.0e-06 cm2/s
Back-reaction constant = 1.0e-12 cm3/s
Wafer thickness = 500 um
Temperature = 1273 K
Geometric mean g = 3.1623e+13 cm^-3
Stall concentration s_plus = 3.1573e+13 cm^-3
s_plus/g = 0.99842
s_plus/S = 0.316 percent
Self-interstitials at stall I/E = 316.7
S/E = 1e+00: free-energy minimum s/g = 0.61803
S/E = 1e+02: free-energy minimum s/g = 0.95125
S/E = 1e+04: free-energy minimum s/g = 0.99501
S/E = 1e+06: free-energy minimum s/g = 0.99950
Well-mixed relaxation time = 15.81 ms
Closed wafer, 1000 s: mean s = 3.1573e+13 cm^-3
Closed wafer: largest deviation from s_plus = 4.4e-09
Open wafer, mid-plane, 5 s: s = 2.581e+13 cm^-3 = 0.818 s_plus
Open wafer, mid-plane, 10 s: s = 2.976e+13 cm^-3 = 0.942 s_plus
Open wafer, mid-plane, 20 s: s = 3.114e+13 cm^-3 = 0.986 s_plus
Open wafer, mid-plane, 60 s: s = 3.821e+13 cm^-3 = 1.210 s_plus
Open wafer, mid-plane, 300 s: s = 8.017e+13 cm^-3 = 2.539 s_plus
Open wafer, mid-plane, 3600 s: s = 2.951e+14 cm^-3 = 9.348 s_plus
Open wafer: largest mesh shift, 40 to 80 cells = 0.02 percent
Vacancies V_eq = 1e+11 cm^-3: end value s = 3.1623e+13 cm^-3
Vacancies V_eq = 1e+13 cm^-3: end value s = 3.6937e+13 cm^-3
Vacancies V_eq = 1e+14 cm^-3: end value s = 1.0807e+14 cm^-3
Dislocation capture radius = 1.0 nm
Dislocations 1e+02 cm^-2: sink rate = 2.51e-04 1/s
  time to 1.1 s_plus = 798 s; to S/2 = 7.68e+07 s
Dislocations 1e+04 cm^-2: sink rate = 3.08e-02 1/s
  time to 1.1 s_plus = 6.51 s; to S/2 = 6.27e+05 s
kT = 0.1097 eV
Driving force for clustering = 0.632 eV per self-interstitial
Clusters of radius 10 nm raising s by 10 percent in 20 s: 1.60e+08 cm^-3
Intrinsic carriers = 1.0e+19 cm^-3
Fermi-level shift, all A_s singly charged: 1.7e-07 eV at stall, 5.5e-05 eV at S
finished without a failed check
```
